# Attraction between two opposite ferroelectric walls in quartic Landau theory: a numerical check

```python
# RESULT UNDER TEST: in quartic Landau theory two opposite walls whose zeros of
# P are a distance R apart have, for R >> d, the interaction energy per area
#     E(R) - 2 s = -12 s exp(-2 R / d).
# Energy per area: integral of (g/2) P'^2 + (b/4) (P^2 - P0^2)^2, P0^2 = a/b.
# One wall: P0 tanh(x/d), d = sqrt(2 g/a), s = 4 g P0^2 / (3 d).
# E(R) is the minimum of the energy with the two zeros of P held fixed.
# All quantities are in SI inside the program.
import numpy as np
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import k as k_B, epsilon_0

nm = 1e-9
MV_cm = 1e8
P0 = 0.5            # C/m^2
a = 2.0e8           # V m/C
g = 1.0e-10         # V m^3/C
b = a / P0**2
d = np.sqrt(2 * g / a)
s = 4 * g * P0**2 / (3 * d)


def relax(start, pinned, step, grad, field=0.0, odd=False):
    """Newton search for a stationary chain; ends free, pinned nodes fixed."""
    P = start.copy()
    for _ in range(80):
        force = step * (-a * P + b * P**3 - field)
        slope = grad * np.diff(P) / step
        force[:-1] -= slope
        force[1:] += slope
        diag = step * (-a + 3 * b * P**2)
        diag[:-1] += grad / step
        diag[1:] += grad / step
        off = np.full(len(P) - 1, -grad / step)
        for i in pinned:
            force[i] = 0.0
            diag[i] = grad / step
            off[i - 1] = off[i] = 0.0
        band = np.zeros((3, len(P)))
        band[0, 1:] = off
        band[1] = diag
        band[2, :-1] = off
        new = P + solve_banded((1, 1), band, -force)
        if odd:
            new = (new - new[::-1]) / 2
        change = np.max(np.abs(new - P))
        P = new
        if change < 1e-11 * P0:
            break
    else:
        raise RuntimeError("Newton search did not converge")
    energy = np.sum(step * (b / 4 * (P**2 - P0**2)**2 - field * P))
    energy += np.sum(grad / 2 * np.diff(P)**2) / step
    return energy, P, diag, off


def chain_layout(step):
    margin = round(12 * d / step)
    count = 2 * margin + round(8 * d / step) + 1
    return margin, (np.arange(count) - margin) * step


def pair(gap_nodes, step, field=0.0):
    left, x = chain_layout(step)
    R = gap_nodes * step
    start = P0 * (np.tanh(x / d) - np.tanh((x - R) / d) - 1)
    start[[left, left + gap_nodes]] = 0.0
    return relax(start, [left, left + gap_nodes], step, g, field)


def single(step):
    left, x = chain_layout(step)
    return relax(P0 * np.tanh(x / d), [left], step, g), x


def interaction(R, step):
    return pair(round(R / step), step)[0] - 2 * single(step)[0][0]


def law(R):
    return -12 * s * np.exp(-2 * R / d)


# --- single wall: profile and energy from direct minimisation
h = 0.01 * nm
(wall_energy, wall_P, _, _), x = single(h)
assert np.max(np.abs(wall_P - P0 * np.tanh(x / d))) < 1e-4 * P0
assert abs(wall_energy / s - 1) < 1e-4

# --- interaction energy at several separations; the allowance is the expected
# --- next term, of order (R/d) exp(-2R/d), plus the mesh error
table = []
for R in np.array([3, 4, 5, 6, 7]) * nm:
    E_int = interaction(R, h)
    ratio = E_int / law(R)
    table.append((R, E_int, law(R), ratio))
    if R > 3.5 * nm:
        assert abs(ratio - 1) < 24 * R / d * np.exp(-2 * R / d) + 2e-3
mesh_shift = interaction(5 * nm, 2 * h) / interaction(5 * nm, h) - 1
assert abs(mesh_shift) < 5e-3

# --- the constrained state is a true minimum
_, _, diag, off = pair(500, h)
lowest = eigh_tridiagonal(diag, off, eigvals_only=True,
                          select='i', select_range=(0, 0))[0]
assert lowest > 0

# --- force dE/dR equals the Landau energy density at the domain centre
for n in (300, 500):
    slope_E = (pair(n + 1, h)[0] - pair(n - 1, h)[0]) / (2 * h)
    P_mid = pair(n, h)[1][chain_layout(h)[0] + n // 2]
    assert abs(slope_E / (b / 4 * (P_mid**2 - P0**2)**2) - 1) < 2e-3
force5 = slope_E
deficit5 = 1 - (P_mid / P0)**2
assert abs(deficit5 / (8 * np.exp(-5 * nm / d)) - 1) < 1e-2
assert abs(force5 / (24 * s / d * np.exp(-10 * nm / d)) - 1) < 1e-2


# --- domain width from the first integral; eta adds a sixth-order term:
# --- W = (a P0^2/4) (1-p^2)^2 (1 + eta p^2), p = P/P0, c = 1 - p_centre^2
def width(c, eta=0.0):
    xm = 1 - c

    def integrand(t):
        y = xm * np.sin(t)**2
        q = -((eta - 2) + (1 - 2 * eta) * (y + xm)
              + eta * (y * y + y * xm + xm * xm))
        return 1 / np.sqrt(q)
    return 2 * d * quad(integrand, 0, np.pi / 2, limit=400)[0]


for c in (1e-2, 1e-3):
    assert abs(width(c) / d - np.log(8 / c)) < c**2 * np.log(8 / c) + 1e-7
assert abs(width(1 - 1e-7) / d - np.pi / np.sqrt(2)) < 1e-5
assert abs(width(deficit5) / (5 * nm) - 1) < 1e-3


def force_at(R, eta):
    c = brentq(lambda c: width(c, eta) - R, 1e-6, 0.5, xtol=1e-13)
    return a * P0**2 / 4 * c**2 * (1 + eta * (1 - c))


assert abs(force_at(5 * nm, 0.0) / force5 - 1) < 2e-3
sixth_ratio = force_at(5 * nm, 0.2) / force_at(5 * nm, 0.0)

# --- unrelaxed sum of two tanh walls: same leading energy
R = 6 * nm
z = np.linspace(-20 * nm, 20 * nm, 8001)
left_t, right_t = np.tanh((z + R / 2) / d), np.tanh((z - R / 2) / d)
P_sum = P0 * (left_t - right_t - 1)
dP_sum = P0 / d * (right_t**2 - left_t**2)
density = g / 2 * dP_sum**2 + b / 4 * (P_sum**2 - P0**2)**2
sum_ratio = (np.sum(density) * (z[1] - z[0]) - 2 * s) / law(R)
assert abs(sum_ratio - 1) < 1e-2


# --- field that balances the attraction
def balance_field(R):
    return 12 * s / (P0 * d) * np.exp(-2 * R / d)


E_bal = balance_field(5 * nm)
net = (pair(501, h, E_bal)[0] - pair(499, h, E_bal)[0]) / (2 * h)
assert abs(net) < 0.02 * force5
P_scan = np.linspace(0, P0, 20001)
E_intrinsic = np.max(a * P_scan - b * P_scan**3)

# --- neglected effect: discrete lattice
cell = 0.4 * nm
lattice_ratio = interaction(12 * cell, cell) / law(12 * cell)


def lattice_barrier(grad):
    """Energy of a wall centred on a site minus one centred between sites."""
    d_w = np.sqrt(2 * grad / a)
    s_w = 4 * grad * P0**2 / (3 * d_w)
    M = 50
    on_site = np.arange(-M, M + 1) * cell
    between = (np.arange(-M, M) + 0.5) * cell
    E_site = relax(P0 * np.tanh(on_site / d_w), [M], cell, grad)[0]
    E_bond = relax(P0 * np.tanh(between / d_w), [], cell, grad, odd=True)[0]
    barrier = abs(E_site - E_bond)
    # separation where attraction equals the steepest slope of a sine barrier
    R_hold = d_w / 2 * np.log(24 * s_w * cell / (np.pi * barrier * d_w))
    return d_w, s_w, barrier, R_hold


wide = lattice_barrier(g)
narrow = lattice_barrier(g / 4)

# --- neglected effect: thermal wandering (sum over wall modes, no dipolar cost)
T = 300.0
side = 100 * nm
n_max = int(round(side / d))
nx, ny = np.meshgrid(np.arange(-n_max, n_max + 1), np.arange(-n_max, n_max + 1))
n2 = (nx**2 + ny**2).astype(float)
modes = n2[(n2 > 0) & (n2 <= n_max**2)]
u2 = k_B * T / (4 * np.pi**2 * s) * np.sum(1 / modes)
sigma = np.sqrt(2 * u2)
thermal_factor = quad(lambda t: np.exp(-t * t / 2 - 2 * sigma * t / d)
                      / np.sqrt(2 * np.pi), -12, 12)[0]
assert abs(thermal_factor / np.exp(4 * u2 / d**2) - 1) < 1e-6
area_kT = k_B * T / abs(law(5 * nm))

# --- neglected effect: stray field of incompletely screened film surfaces
eps_back = 10 * epsilon_0
open_part = 0.01
P_film = brentq(lambda P: eps_back * (-a * P + b * P**3) + P
                - (1 - open_part) * P0, 0.8 * P0, P0)
E_stray = abs(-a * P_film + b * P_film**3)
eps_total = eps_back + 1 / (2 * a)
assert abs(E_stray / (open_part * P0 / eps_total) - 1) < 0.03
open_balance = E_bal * eps_total / P0

# --- neglected effect: defect pinning, as a rough coercive field
E_pin = 0.01 * MV_cm
R_pin = d / 2 * np.log(12 * s / (P0 * d * E_pin))
assert abs(balance_field(R_pin) / E_pin - 1) < 1e-9

print(f"P0 = {P0*100:.1f} uC/cm2")
print(f"a = {a:.2e} V m/C")
print(f"b = {b:.2e} V m5/C3")
print(f"g = {g:.2e} V m3/C")
print(f"half-width d = {d/nm:.4f} nm")
print(f"wall energy s = {s*1e3:.3f} mJ/m2")
print(f"s from minimisation = {wall_energy*1e3:.3f} mJ/m2")
print(f"smallest domain width pi d/sqrt2 = {np.pi*d/np.sqrt(2)/nm:.3f} nm")
print("R (nm), minimised E-2s (mJ/m2), law (mJ/m2), ratio:")
for R, E_int, E_law, ratio in table:
    print(f"  {R/nm:.0f}  {E_int*1e3:.4e}  {E_law*1e3:.4e}  {ratio:.4f}")
print(f"mesh 0.02 vs 0.01 nm, shift at 5 nm = {mesh_shift*100:.3f} %")
print(f"sum of two tanh, 6 nm: energy/law = {sum_ratio:.4f}")
print("At R = 5 nm:")
print(f"  central deficit c, minimised = {deficit5:.5f}")
print(f"  8 exp(-R/d) = {8*np.exp(-5*nm/d):.5f}")
print(f"  attraction dE/dR, minimised = {force5/1e3:.2f} kPa")
print(f"  24 s/d exp(-2R/d) = {24*s/d*np.exp(-10*nm/d)/1e3:.2f} kPa")
print(f"  balancing field = {E_bal/MV_cm:.3e} MV/cm")
print(f"  net/bare force in that field = {net/force5:.4f}")
print(f"uniform switching field of model = {E_intrinsic/MV_cm:.3f} MV/cm")
print("Neglected effects:")
print(f"  lattice cell = {cell/nm:.2f} nm")
print(f"  lattice energy/law at {12*cell/nm:.1f} nm = {lattice_ratio:.3f}")
for d_w, s_w, barrier, R_hold in (wide, narrow):
    print(f"  d = {d_w/nm:.2f} nm: s = {s_w*1e3:.2f} mJ/m2")
    print(f"    lattice barrier/s = {barrier/s_w:.2e}")
    print(f"    barrier holds walls beyond R = {R_hold/nm:.2f} nm")
print(f"  sixth-order weight 0.2: force ratio, 5 nm = {sixth_ratio:.3f}")
print(f"  T = {T:.0f} K, wall side = {side/nm:.0f} nm")
print(f"  rms wall wandering (upper) = {np.sqrt(u2)/nm:.3f} nm")
print(f"  thermal factor on attraction (upper) = {thermal_factor:.3f}")
print(f"  area with |E-2s| = kT at 5 nm = {area_kT/nm**2:.0f} nm2")
print(f"  background permittivity = {eps_back/epsilon_0:.0f} eps0")
print(f"  stray field, {open_part*100:.0f} % unscreened = {E_stray/MV_cm:.4f} MV/cm")
print(f"  unscreened part matching 5 nm force = {open_balance*100:.4f} %")
print(f"  rough pinning field = {E_pin/MV_cm:.3f} MV/cm")
print(f"  pinning wins beyond R = {R_pin/nm:.2f} nm")
print("OK")
```

It prints:

```
P0 = 50.0 uC/cm2
a = 2.00e+08 V m/C
b = 8.00e+08 V m5/C3
g = 1.00e-10 V m3/C
half-width d = 1.0000 nm
wall energy s = 33.333 mJ/m2
s from minimisation = 33.333 mJ/m2
smallest domain width pi d/sqrt2 = 2.221 nm
R (nm), minimised E-2s (mJ/m2), law (mJ/m2), ratio:
  3  -1.0447e+00  -9.9150e-01  1.0536
  4  -1.3562e-01  -1.3419e-01  1.0107
  5  -1.8197e-02  -1.8160e-02  1.0020
  6  -2.4588e-03  -2.4577e-03  1.0005
  7  -3.3268e-04  -3.3261e-04  1.0002
mesh 0.02 vs 0.01 nm, shift at 5 nm = 0.025 %
sum of two tanh, 6 nm: energy/law = 0.9998
At R = 5 nm:
  central deficit c, minimised = 0.05400
  8 exp(-R/d) = 0.05390
  attraction dE/dR, minimised = 36.46 kPa
  24 s/d exp(-2R/d) = 36.32 kPa
  balancing field = 3.632e-04 MV/cm
  net/bare force in that field = 0.0015
uniform switching field of model = 0.385 MV/cm
Neglected effects:
  lattice cell = 0.40 nm
  lattice energy/law at 4.8 nm = 1.125
  d = 1.00 nm: s = 33.33 mJ/m2
    lattice barrier/s = 3.21e-07
    barrier holds walls beyond R = 8.03 nm
  d = 0.50 nm: s = 16.67 mJ/m2
    lattice barrier/s = 6.34e-03
    barrier holds walls beyond R = 1.72 nm
  sixth-order weight 0.2: force ratio, 5 nm = 0.665
  T = 300 K, wall side = 100 nm
  rms wall wandering (upper) = 0.315 nm
  thermal factor on attraction (upper) = 1.487
  area with |E-2s| = kT at 5 nm = 228 nm2
  background permittivity = 10 eps0
  stray field, 1 % unscreened = 0.0190 MV/cm
  unscreened part matching 5 nm force = 0.0188 %
  rough pinning field = 0.010 MV/cm
  pinning wins beyond R = 3.34 nm
OK
```
